\section*{Oxygen-vacancy diffusivity in ceria: leading low-temperature law and first correction}

\section{A long path and a short distance}

At 1000 K, with the parameters used below, an oxygen vacancy in ceria hops about $5.7\times10^{10}$ times per second. Each hop is 2.7 \AA\ long, so the path travelled in one second is about 15 m. The root-mean-square distance from the starting point is only 64 $\mu$m. Between hops the vacancy rests for 17.6 ps on average, about 176 vibration periods of 0.10 ps.

Two facts account for these numbers. The hop directions are random, so distance grows as the square root of the number of hops. The barrier is about seven times the thermal energy, so few vibrations lead to a hop. The second fact also supplies a small parameter,
\begin{equation}
\varepsilon=\frac{kT}{E},
\end{equation}
where $E$ is the migration barrier. The Arrhenius law is the leading term for small $\varepsilon$, and its first correction can be calculated.

\section{From hops to a diffusivity}

In the fluorite structure of ceria the oxygen sites form a simple cubic lattice with spacing $d=a/2$, where $a$ is the cubic lattice parameter. Thus $d=2.7$ \AA\ corresponds to $a=5.4$ \AA. Each oxygen site has six nearest oxygen neighbours. A vacancy moves when a neighbouring oxygen ion jumps into it.

Assume that vacancies are dilute, that all sites are equivalent, and that successive hops are independent. Let $w$ be the hop rate in one chosen direction. The total rate is $6w$, so the mean number of hops in time $t$ is $\langle N\rangle=6wt$. With hop vectors $\mathbf r_i$ of length $d$, the squared displacement is
\begin{equation}
R^2=\sum_{i=1}^{N}\mathbf r_i^2+2\sum_{i<j}\mathbf r_i\cdot\mathbf r_j .
\end{equation}
The direction of hop $j$ is evenly distributed over six choices, whatever happened before it. The cross terms therefore average to zero, and
\begin{equation}
\langle R^2\rangle=d^2\langle N\rangle=6wd^2t .
\label{eq:msd}
\end{equation}

The diffusion equation $\partial_t p=D\nabla^2p$ gives, after two integrations by parts,
\begin{equation}
\frac{d}{dt}\langle R^2\rangle
=D\int R^2\,\nabla^2p\,d^3R
=D\int p\,\nabla^2R^2\,d^3R=6D ,
\end{equation}
because $\nabla^2R^2=6$ in three dimensions. Comparison with Eq.~\eqref{eq:msd} gives
\begin{equation}
D=wd^2 .
\label{eq:D}
\end{equation}
The six neighbours have cancelled the six of three-dimensional diffusion. A numerical solution of the master equation on a lattice 17 sites wide, taken to $wt=0.5$, gives $6.900\times10^{-6}$ cm$^2$/s from the mean-square displacement, in agreement with Eq.~\eqref{eq:D} for the rate found below.

This $D$ belongs to the vacancy. A given oxygen ion moves only when a vacancy comes beside it, so tracer diffusion of oxygen is much slower when vacancies are few.

\subsection*{The long-wavelength limit}

Equation~\eqref{eq:msd} holds at all times in this model, but the diffusion equation itself is a long-wavelength approximation. For a density wave along a cube axis, the occupation $p_n$ of plane $n$ obeys
\begin{equation}
\dot p_n=w(p_{n+1}+p_{n-1}-2p_n).
\end{equation}
Inserting $p_n=e^{i\kappa nd-\lambda t}$ gives the decay rate
\begin{align}
\lambda&=w(2-e^{i\kappa d}-e^{-i\kappa d})
=2w(1-\cos\kappa d)\nonumber\\
&=wd^2\kappa^2\left[1-\frac{(\kappa d)^2}{12}+\cdots\right].
\end{align}
The leading term is $D\kappa^2$ with the same $D$. For a wavelength of ten hops, $\kappa d=2\pi/10$ and the first correction lowers the decay rate by 3.3\%. For wavelengths of micrometres it is negligible. For a wavelength of a few hops the diffusion equation fails and the lattice equation must be used.

\section{The hop rate for a high barrier}

\subsection*{Thermal flux}

To find $w$, describe the jumping ion by one coordinate $x$ and an effective mass $m$ in the periodic potential
\begin{equation}
V(x)=E\sin^2\frac{\pi x}{d}.
\end{equation}
The wells lie at multiples of $d$, with barriers of height $E$ midway between them. The cosine shape is a model, chosen because it joins well and barrier smoothly.

In classical equilibrium the probability density at a barrier top, for a particle assigned to one well, is $e^{-E/kT}/Z$, with
\begin{equation}
Z=\int_{-d/2}^{d/2}e^{-V(x)/kT}\,dx .
\end{equation}
The one-way flux is this density times the mean forward velocity, counting backward velocities as zero:
\begin{equation}
\langle v_+\rangle=\sqrt{\frac{m}{2\pi kT}}
\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
If every forward crossing counts as one completed hop,
\begin{equation}
w=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-E/kT}}{Z}.
\label{eq:flux}
\end{equation}
An ion that crosses and immediately returns is counted wrongly, so recrossing reduces the true rate below this value. The counting also assumes that the ion loses its excess energy within the next well. In a strictly periodic potential with weak damping it can cross several barriers in one flight; successive crossings are then correlated and $D$ exceeds $wd^2$, by about 50\% at $E/kT\approx7$ when the friction rate is one tenth of the angular frequency of the well. The periodic form is used here only for the shape of one well and one barrier.

\subsection*{Expansion of the well integral}

Set $y=\pi x/d$. Then
\begin{equation}
Z=\frac d\pi\int_{-\pi/2}^{\pi/2}
\exp\left(-\frac{\sin^2y}{\varepsilon}\right)dy .
\end{equation}
For small $\varepsilon$ the integrand is concentrated where $y$ is of order $\sqrt\varepsilon$. Put $y=\sqrt\varepsilon\,s$ and use $\sin^2y=y^2-y^4/3+\cdots$:
\begin{equation}
-\frac{\sin^2y}{\varepsilon}=-s^2+\frac{\varepsilon s^4}{3}+O(\varepsilon^2).
\end{equation}
The limits may be moved to infinity, since the tails are exponentially small in $1/\varepsilon$. Expanding the quartic part of the exponential gives
\begin{equation}
Z=\frac{d\sqrt\varepsilon}{\pi}\int_{-\infty}^{\infty}e^{-s^2}
\left(1+\frac{\varepsilon s^4}{3}+\cdots\right)ds .
\end{equation}
The two integrals needed are $\int e^{-s^2}ds=\sqrt\pi$ and $\int s^4e^{-s^2}ds=\tfrac34\sqrt\pi$. Hence
\begin{equation}
Z=d\sqrt{\frac{\varepsilon}{\pi}}\left(1+\frac\varepsilon4+O(\varepsilon^2)\right).
\label{eq:Z}
\end{equation}

Insert this in Eq.~\eqref{eq:flux}. The factors of temperature outside the exponential combine as
\begin{equation}
\sqrt{\frac{kT}{2\pi m}}\;\frac1d\sqrt{\frac{\pi E}{kT}}
=\frac1d\sqrt{\frac{E}{2m}} .
\end{equation}
This is the vibration frequency at the well bottom. There $V''(0)=2\pi^2E/d^2$, so
\begin{equation}
\nu=\frac1{2\pi}\sqrt{\frac{V''(0)}m}
=\frac1{2\pi}\,\frac{\pi}{d}\sqrt{\frac{2E}{m}}
=\frac1d\sqrt{\frac{E}{2m}} .
\label{eq:nu}
\end{equation}
The rate with its first correction is therefore
\begin{equation}
w=\nu e^{-E/kT}\left[1-\frac{kT}{4E}+O(\varepsilon^2)\right].
\label{eq:rate}
\end{equation}

The correction is negative because the cosine well is softer than its parabola. The ion has more room in the well, $Z$ is larger, and the share of probability at the barrier top is smaller. Another potential shape would change the coefficient $1/4$, and could change its sign.

The correction also shifts the slope of an Arrhenius plot. With $\beta=1/kT$,
\begin{equation}
-\frac{d\ln w}{d\beta}
=E+\frac{d}{d\beta}\left(\frac1{4\beta E}\right)
=E-\frac{(kT)^2}{4E}
\end{equation}
to this order. For $E=0.60$ eV at 1000 K this first-order shift is about 0.003 eV. Higher orders matter more for the slope than for the rate: the full cosine well gives about 0.005 eV. Both values are far below the barrier error of 0.10 eV considered in the last section.

\section{The estimate at 1000 K}

Equations~\eqref{eq:D} and \eqref{eq:rate} give, at leading order,
\begin{equation}
D=d^2\nu\,e^{-E/kT}.
\label{eq:main}
\end{equation}
Take $\nu=10^{13}$ s$^{-1}$ for one direction. In this estimate $\nu$ is an effective prefactor: it also absorbs the entropy of migration and any recrossing. The thermal energy is $kT=0.08617$ eV, so
\begin{equation}
\frac E{kT}=\frac{0.60}{0.08617}=6.963,\qquad
e^{-E/kT}=9.465\times10^{-4}.
\end{equation}
The hop rate per direction is $9.465\times10^9$ s$^{-1}$. The prefactor of the diffusivity is
\begin{equation}
d^2\nu=(7.29\times10^{-16}\ \mathrm{cm^2})(10^{13}\ \mathrm{s^{-1}})
=7.29\times10^{-3}\ \mathrm{cm^2/s},
\end{equation}
and therefore
\begin{equation}
D=(7.29\times10^{-3})(9.465\times10^{-4})\ \mathrm{cm^2/s}
\approx 7\times10^{-6}\ \mathrm{cm^2/s},
\end{equation}
or $7\times10^{-10}$ m$^2$/s. Before rounding, the product is $6.90\times10^{-6}$ cm$^2$/s, and this value is used for comparisons. The distance quoted at the start follows from $\sqrt{6Dt}=\sqrt{4.14\times10^{-5}}$ cm $=64$ $\mu$m at $t=1$ s.

The convention for $\nu$ matters. If $10^{13}$ s$^{-1}$ were the prefactor for all six directions together, each direction would receive one sixth of it and $D$ would be $1.15\times10^{-6}$ cm$^2$/s.

\subsection*{How good is the leading term?}

Here $\varepsilon=1/6.963=0.144$. The first correction in Eq.~\eqref{eq:rate} gives the factor $1-0.036=0.964$, while integration over the full cosine well gives 0.957. The first correction thus accounts for most of the 4.3\% reduction, and higher orders supply the rest. If $\nu$ is read as a purely harmonic frequency, the estimate falls by this 4\%. If $\nu$ is an effective prefactor for this temperature, the reduction is already inside it and must not be applied again.

The expansion needs $kT\ll E$. The picture of separate hops needs a long rest between them as well. In units of the vibration period the mean rest is
\begin{equation}
\frac{\nu}{6w}=\frac{e^{E/kT}}6 ,
\end{equation}
which is 176 here but falls to one when $E/kT=\ln6\approx1.8$. Well before that point, hops can no longer be treated as rare independent events.

\section{The first quantum correction}

Equation~\eqref{eq:flux} is classical. The relevant parameter is $q=h\nu/kT$, where $\nu$ now means the vibration frequency itself, not an effective prefactor. If $10^{13}$ s$^{-1}$ is taken for this frequency too, $q=0.480$ at 1000 K. Two effects enter along the hop coordinate.

In the well, the classical partition function $1/q$ is replaced by the sum over oscillator levels,
\begin{equation}
\sum_{n=0}^{\infty}e^{-q(n+1/2)}=\frac1{2\sinh(q/2)} .
\end{equation}
The rate is inversely proportional to the partition function of the well, so it is multiplied by
\begin{equation}
\frac{1/q}{1/[2\sinh(q/2)]}=\frac{\sinh(q/2)}{q/2}=1+\frac{q^2}{24}+\cdots .
\end{equation}
Zero-point energy alone would multiply the rate by $e^{q/2}=1.27$, but the spacing of the levels contributes a factor $(1-e^{-q})/q=0.794$. The two nearly cancel, leaving an increase of about 1\%.

At the top, let $u$ be the energy above the barrier divided by $kT$. The cosine potential has equal and opposite curvatures at top and bottom, so the same $q$ applies. The known transmission probability of a parabolic barrier is $P(u)=1/(1+e^{-2\pi u/q})$. The classical step function would give a thermal average of one. With $P(u)$, integration by parts gives
\begin{equation}
\int_{-\infty}^{\infty}e^{-u}P(u)\,du
=\int_{-\infty}^{\infty}e^{-u}P'(u)\,du ,
\end{equation}
where the boundary terms vanish for $q<2\pi$. The function $P'$ is even, has unit area, and is narrow for small $q$. Its variance is
\begin{equation}
\langle u^2\rangle=\left(\frac q{2\pi}\right)^2
4\int_0^\infty\frac{z\,dz}{e^z+1}
=\left(\frac q{2\pi}\right)^2\frac{\pi^2}{3}=\frac{q^2}{12},
\end{equation}
since the integral is $\sum_{n\ge1}(-1)^{n+1}/n^2=\pi^2/12$. Expanding $e^{-u}=1-u+u^2/2+\cdots$ then gives $1+q^2/24$ for tunnelling as well.

Together the two effects multiply the rate by $1+q^2/12$, an increase of 1.9\%. Vibrations perpendicular to the hop are left out of this one-coordinate estimate.

The classical correction is proportional to $T$ and the quantum one to $1/T^2$. Their first terms cancel when
\begin{equation}
\frac{kT}{4E}=\frac1{12}\left(\frac{h\nu}{kT}\right)^2,
\qquad (kT)^3=\frac{E(h\nu)^2}{3}.
\end{equation}
With $h\nu=0.480\times0.08617=0.0414$ eV this happens near 800 K. Higher orders move the balance: for the full cosine well and barrier it lies near 765 K. Above the crossing the softness of the well wins within this model; below it, the quantum increase wins. The crossing temperature varies as $\nu^{2/3}$: the lower frequency of $5.0\times10^{12}$ s$^{-1}$, which Eq.~\eqref{eq:nu} gives for an oxygen mass of 16 u, would put it near 500 K.

\section{Dopants: a second low-temperature limit}

Ceria used as an oxygen-ion conductor is usually doped with trivalent cations, which create vacancies and can also bind them. Let a fraction $x$ of the cations be trivalent. Each cation site has two oxygen sites, of which a fraction $c$ is vacant. Charge balance gives
\begin{equation}
4(1-x)+3x=2\cdot2(1-c),\qquad c=\frac x4 .
\end{equation}
For $x=0.10$, 2.5\% of the oxygen sites are vacant.

Each oxygen site touches four cations. With random placement, the fraction of sites touching at least one dopant is
\begin{equation}
p=1-(1-x)^4=1-0.9^4=0.344 .
\end{equation}
Suppose each such site binds a vacancy by the same energy $B$, while the energies of the saddle points stay fixed. The exit rate per direction is then $w$ from a free site and $we^{-B/kT}$ from a binding site. The equilibrium weights of the sites are 1 and $e^{B/kT}$, so the mean exit rate is
\begin{equation}
\bar w=\frac{(1-p)w+p\,e^{B/kT}\,we^{-B/kT}}
{1-p+p\,e^{B/kT}}
=\frac{w}{1-p+p\,e^{B/kT}} .
\end{equation}
From any one site the six exits remain equally likely, so the cross terms in the squared displacement still vanish. For vacancies that do not interact with one another,
\begin{equation}
D_{\mathrm{eff}}=\frac{D}{1-p+p\,e^{B/kT}} .
\label{eq:trap}
\end{equation}

For weak binding, $B\ll kT$, this returns $D$. For strong binding,
\begin{equation}
D_{\mathrm{eff}}=\frac{D\,e^{-B/kT}}{p}
\left[1-\frac{1-p}{p}\,e^{-B/kT}+\cdots\right].
\end{equation}
The leading activation energy is now $E+B$, and the correction describes the vacancies that are still free.

Take $B=0.20$ eV as a rough assumed value. Then $e^{B/kT}=10.18$ at 1000 K, and
\begin{equation}
\frac{D_{\mathrm{eff}}}{D}=\frac1{0.656+0.344\times10.18}=0.240 .
\end{equation}
The leading strong-binding term alone gives 0.286, and its first correction brings this to 0.232. The example therefore lies near the strong-binding limit but has not reached it. The diffusivity becomes about $1.7\times10^{-6}$ cm$^2$/s.

\section{What limits the estimate for real ceria}

The inputs are rough values in the range appropriate to ceria, and for free vacancies the barrier matters most. An error of 0.10 eV changes $D$ by
\begin{equation}
e^{0.10/0.08617}=3.19 ,
\end{equation}
so barriers of 0.50 and 0.70 eV give $2.2\times10^{-5}$ and $2.2\times10^{-6}$ cm$^2$/s, with $d$, $\nu$ and $T$ held fixed. The prefactor is less critical but still uncertain. Equation~\eqref{eq:nu} with an oxygen mass of 16 u gives $5.0\times10^{12}$ s$^{-1}$, which supports the order of magnitude of $10^{13}$ s$^{-1}$ but would halve $D$ to $3.4\times10^{-6}$ cm$^2$/s.

In a doped material the assumption of equivalent sites is broken. Within the trap model above, this lowers $D$ by a factor of about four; the factor depends on the dopant through $B$, and real binding need not be equal at all sites touching a dopant. The trap model also keeps the saddle energies fixed. In a real crystal the jumping ion passes between two cations, and a dopant in either place can raise the saddle. If each such dopant raised it by 0.2 eV, $D$ would fall by roughly a further 30\% at this composition and temperature. Not estimated here are the Coulomb repulsion and ordering of the doubly charged vacancies at this concentration and, in undoped reduced ceria, their binding to the Ce$^{3+}$ centres that compensate their charge. Two other effects are smaller for these numbers. If 2.7 \AA\ is a room-temperature length, a rough expansion coefficient of $1.2\times10^{-5}$ K$^{-1}$ over 700 K raises $d^2$ by 1.7\%. If vacancies were placed at random, a neighbouring site would already be vacant with probability 2.5\%, which blocks that share of hops.

The value $7\times10^{-6}$ cm$^2$/s is thus an order-of-magnitude estimate for free vacancies. A correction of a few per cent to the Arrhenius law becomes useful only when the prefactor is known to a few per cent and the barrier to a few meV, since at 1000 K an error of 4\% in $D$ corresponds to $0.04\,kT\approx3$ meV. The main computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Hop length: 2.70 angstrom
Cubic lattice parameter: 5.40 angstrom
Oxygen neighbours of an oxygen site: 6
Cation neighbours of an oxygen site: 4
Attempt frequency per direction: 1.00e+13 1/s
Migration barrier: 0.60 eV
Temperature: 1000 K
Thermal energy kT: 0.08617 eV
Barrier over kT: 6.963
Boltzmann factor: 9.465e-04
Hop rate per direction: 9.465e+09 1/s
Total hop rate: 5.679e+10 1/s
Mean residence time: 17.61 ps
Vibration period: 0.10 ps
Residence time over vibration period: 176
Hop length squared: 7.290e-16 cm^2
Prefactor d^2 nu: 7.290e-03 cm^2/s
Vacancy diffusivity: 6.900e-06 cm^2/s
Vacancy diffusivity, converted: 6.900e-10 m^2/s
D from master equation: 6.900e-06 cm^2/s
RMS distance in 1 s: 64.3 micrometre
D if nu counts all directions: 1.150e-06 cm^2/s
Assumed barrier error: 0.10 eV
Factor from barrier error: 3.19
D with barrier lowered by error: 2.20e-05 cm^2/s
D with barrier raised by error: 2.16e-06 cm^2/s
Oxygen mass in cosine model: 16 u
Cosine-model attempt frequency: 4.98e+12 1/s
D with cosine-model frequency: 3.44e-06 cm^2/s
Anharmonic rate factor: 0.957
h nu over kT: 0.480
Quantum well factor: 1.0096
Tunnelling factor: 1.0097
Combined quantum factor: 1.0194
Rough expansion coefficient: 1.2e-05 1/K
Temperature rise for expansion: 700 K
Expansion factor in D: 1.0169
Trivalent cation fraction: 0.10
Vacant fraction of oxygen sites: 0.025
Assumed dopant-vacancy binding: 0.20 eV
Fraction of sites touching a dopant: 0.344
Binding Boltzmann factor: 10.18
Dopant trapping factor in D: 0.240
D with dopant trapping: 1.66e-06 cm^2/s
\end{verbatim}
